Solving the STLS equations: logarithmic kernel, mixing and momentum cutoff

**What fails in the naive loop**

Start the STLS loop for the uniform electron gas at rs = 20 from G = 0 and replace G by its new value at each step. After one update the trial response has a pole on the imaginary frequency axis, and the integral for S(q) no longer makes sense. A second fault gives no warning. Cutting the momentum integral at 10 kF shifts the contact value of the pair distribution by −0.0073, when the value itself is −0.0017. The first fault is avoided by damping: a mixing factor computed from the local stability of the solution also converges from G = 0 in every case run below, although only local convergence is proved. The second is cured by a long grid with an analytic tail.

**Equations and units**

The gas is three-dimensional, unpolarized and at zero temperature. Atomic units are used in the algebra. With rs the radius in bohr of the sphere holding one electron on average,

kF = 1/(α rs), α = (4/9π)^(1/3), n = kF³/(3π²).

Put x = q/kF and w = ω/kF². With v = 4π/q², the response is

χ = χ0/[1 − v(1−G)χ0].

STLS obtains the static local-field factor G by letting an electron feel the force g(r)∇v instead of ∇v, where g is the pair distribution. The Fourier transform of g − 1 is (S−1)/n. The force therefore has the component

i**q** v(q) + (1/n)∫d³k/(2π)³ i**k** v(k)[S(|**q**−**k**|) − 1].

Equate its longitudinal part to i**q** v(q)(1−G). Projecting on **q**/q² and using v(k)/v(q) = q²/k² gives

G(q) = −(1/n)∫d³k/(2π)³ (**q**·**k**/k²)[S(|**q**−**k**|) − 1].

This closure is the physical approximation; the rest is analysis of the resulting equations.

**From G to S**

At zero temperature S = −(1/πn)∫₀^∞ dω Im χ(q,ω). For a stable response χ is analytic in the upper half-plane and falls as ω⁻², so the contour can be turned onto the imaginary axis, where χ is real:

S = −(1/πn)∫₀^∞ dω χ(q,iω).

For the free response, relabel the term with the occupied final state. With Δ = ε(**k**+**q**) − ε(**k**),

χ0(q,iω) = −4∫_{k<kF} d³k/(2π)³ Δ/(Δ²+ω²).

Measure k in units of kF and let t be its component along **q**. The disc at fixed t has area π(1−t²). Writing χ0 = −(kF/π²)L gives

L = ½∫₋₁¹ dt (1−t²)Δ/(Δ²+w²), Δ = x²/2 + xt.

Now set z = x/2, u = w/x and s = t+z. The integrand, apart from a factor 1/x, becomes

(1−z²+u²)s/(s²+u²) − s + 2z − 2zu²/(s²+u²).

Integrating from z−1 to z+1 and multiplying by 1/(2x) = 1/(4z),

L = ½ + [(1−z²+u²)/(8z)] ln{[(1+z)²+u²]/[(1−z)²+u²]}
 − (u/2)[atan((1+z)/u) + atan((1−z)/u)].

The coupling factor is v(1−G)kF/π² = a, with

a = λ(1−G)/x², λ = 4α rs/π.

Since (kF/π²)kF²/(πn) = 3/π, we have S = (3/π)∫dw L/(1+aL). Subtracting the free integrand, L/(1+aL) − L = −aL²/(1+aL), gives

S = S_HF − (3/π)∫₀^∞ dw aL²/(1+aL).

The free part is one minus the overlap fraction of two unit spheres a distance x apart: S_HF = 3x/4 − x³/16 for x < 2, and 1 beyond. The remaining integrand falls as w⁻⁴ instead of w⁻². The map is defined while 1+aL > 0. Violating this condition requires a < 0, hence G > 1.

**From S to G**

Let H = S−1 and **p** = **q**−**k**, with μ the cosine between **p** and **q**. Then **q**·**k** = q²−qpμ and k² = q²+p²−2qpμ, so

**q**·**k**/k² = ½ + ½(q²−p²)/(q²+p²−2qpμ).

Integrating over μ from −1 to 1 gives the logarithmic kernel

K = 1 + [(q²−p²)/(2qp)] ln|(q+p)/(q−p)|.

The prefactor is 1/(4π²n), which equals 3/4 in units of kF:

G(x) = −(3/4)∫₀^∞ dp p² K(x,p)H(p).

The logarithm changes sign neither under x↔p nor at x = p, whereas its prefactor does under exchange. Hence K(x,p)+K(p,x) = 2. For r = x/p < 1, expanding the logarithm gives

K = Σ_{m≥1} 2r^(2m)/(4m²−1),

which lies between 0 and 1. For x > p, K lies between 1 and 2.

**Limits that fix the grid**

At small x, K ≈ 2x²/(3p²), so G ≈ γx² with γ = −½∫H dp. At large x, K → 2 and

G(∞) = −(3/2)∫p²H dp = 1−g(0).

The last equality is the inverse Fourier transform of S−1 at zero distance.

For large x, L ≈ (2/3)E/(E²+w²) with E = x²/2, and ∫₀^∞L²dw = 2π/(9x²). To leading order

S−1 ≈ −(2λ/3)(1−G)/x⁴.

Thus H ≈ −C/p⁴, with C = (8α rs/3π)g(0). This tail also controls how G approaches its limit. With s = p/x,

G(x)−G(∞) ≈ (3C/4x)J, J = ∫₀^∞ ds (K−2)/s².

Let ℓ(s) = ln|(1+s)/(1−s)|. Then K−2 = (1−s²)ℓ/(2s) − 1 and

J = ∫₀^∞ds[ℓ/(2s³) − 1/s²] − ½∫₀^∞ds ℓ/s.

In the first integral put y = 1/s. It becomes ∫₀^∞dy[yℓ(y)/2 − 1], whose antiderivative (y²−1)ℓ(y)/4 − y/2 vanishes at both ends. In the second, the series on 0 < s < 1 gives 2Σ1/(2m+1)² = π²/4, summed from m = 0; the map s → 1/s doubles it to π²/2. Hence J = −π²/4 and

1−G ≈ g(0)[1+b/x], b = πα rs/2.

The asymptotic region needs at least x ≫ b, and higher-order terms can push it further out. Since b = 0.8185 at rs = 1, it is 16.4 at rs = 20. A cutoff of 10 kF is then not asymptotic at all.

**Discretization**

Divide 0 < p < P into panels, with an edge at p = 2 where S_HF changes form, and let the outer panels grow geometrically. Interpolate H on each panel through its Gauss nodes and integrate K p² against the interpolating polynomials. If x lies inside a panel, split the integral at p = x and cluster the quadrature points at both ends. This yields a matrix M with G = MH. In units of kF, M and the table of L do not depend on rs.

Beyond P, continue H as H_N(x_N/p)⁴ from the last node N. This adds to the last column of M

−(3/4)x_N⁴ ∫_P^∞ dp K(x,p)/p²,

computed with 1/p as variable.

For frequencies use w = (x²/2+x+1)e^s and the trapezoidal rule in s. Including the factor w from dw, the integrand falls as e^s on the left and e^(−3s) on the right.

Two cancellations need care. For small r = min(x,p)/max(x,p), evaluate K from its series and use K(x,p) = 2−K(p,x) when x > p. For z²+u² > 9, evaluate L from its t integral by Gauss quadrature, because the closed form subtracts large terms.

**The loop**

```
build nodes x, matrix M, frequency table L, weights
function F(G):
    a = λ(1-G)/x²
    if any 1+aL <= 0: report "outside domain"
    H = S_HF - 1 - (3/π) Σ_w weight·a·L²/(1+aL)
    D = (3λ/(πx²)) Σ_w weight·L²/(1+aL)²
    return MH, H, D

linear mixing:
    repeat
        R = F(G) - G
        stop if max|R| < tolerance
        G = G + βR

Newton alternative:
    solve (1 - M diag(D)) δ = R
    halve δ until G+δ is in the domain and max|R| falls
    G = G + δ
```

With N wave numbers and N_w frequencies, a mixing step costs of order N·N_w + N² operations. Here N = 240 and N_w = 134, so the two arrays hold 32,160 and 57,600 entries. A Newton step adds a dense solve of order N³.

**Why damping works**

Differentiate S with respect to G. Since d[aL²/(1+aL)]/da = L²/(1+aL)² and da/dG = −λ/x²,

D = dS/dG = (3λ/πx²)∫₀^∞dw L²/(1+aL)² > 0.

The Jacobian of the map is therefore

(Je)(x) = −(3/4)∫dp K(x,p)W(p)e(p), W = p²D.

At large p, W ≈ 2λ/(3p²), which is integrable. Write K = 1+A, where A is antisymmetric by the exchange rule. For an eigenfunction Je = μe, multiply by e*W and integrate:

μ∫W|e|² = −(3/4)[|∫We|² + ∫∫(We)*A(We)].

The double integral is imaginary because A is real and antisymmetric. Thus Re μ ≤ 0. Physically, a larger G weakens the effective repulsion and raises S; a shallower correlation hole then lowers G. The feedback is negative.

Linear mixing multiplies a mode by 1−β(1−μ). Its squared modulus is

1 − 2βRe(1−μ) + β²|1−μ|²,

which is below one if 0 < β < 2Re(1−μ)/|1−μ|². Let ρ be the largest |μ|. Since Re(1−μ) ≥ 1 and |1−μ| ≤ 1+ρ, any β below 2/(1+ρ)² suffices for all modes. Near a solution with 1+aL > 0, linear mixing thus converges for small enough β at any rs. This is a local statement; it does not prove convergence from a distant start, nor that the solution is unique.

More can be said about the best β. The kernel of −J is positive, so by the Perron–Frobenius theorem for positive integral operators its dominant eigenvalue is real: μ = −ρ. Because K is bounded and W integrable, J is compact on functions with weight W, and zero belongs to its spectrum. The rate, meaning the asymptotic error factor per step, cannot be less than the larger of |1−β| and |1−β(1+ρ)|. These are equal at

β = 2/(2+ρ), where both are ρ/(2+ρ).

This is a lower bound on the rate, since complex eigenvalues could make it worse. In the five cases computed here the best scanned rate exceeds the bound by less than 0.002. For a given J, ρ can be found by applying J repeatedly to a positive vector. The values of ρ and of the best β quoted below use J at the converged solution.

The same identity justifies the stopping rule. For an error e close to the solution, R ≈ −(1−J)e. Taking the W-weighted inner product of e with (1−J)e gives a real part of at least ‖e‖². By the Cauchy–Schwarz inequality, ‖e‖ ≤ ‖R‖ in that norm, to linear order. The loop tests max|R|, and the bound carries over. Since e ≈ −R + Je and K < 2, we have |Je| ≤ (3/2)(∫W)^(1/2)‖e‖ ≤ (3/2)(∫W) max|R|, so max|e| ≤ [1 + (3/2)∫W] max|R|. A small residual therefore cannot hide a large error near the solution. It says nothing about discretization or cutoff errors.

**Mixing up to rs = 20**

The computed spectral radius is 0.17, 0.32, 0.75, 1.43 and 2.82 at rs = 1, 2, 5, 10 and 20. Plain iteration, β = 1, loses local stability where ρ = 1, at rs = 6.84. On either side of this point the observed error factor per step agrees with ρ: 0.718 at rs = 4.79 and 1.281 at rs = 8.89.

The real mode μ = −ρ requires β < 2/(1+ρ). Complex modes could lower this limit, but the full computed spectrum gives the same limit, and a scan of β in steps of 0.0025 gives the same best β within its step. At rs = 20 the arithmetic is

largest β = 2/(1+2.825) = 0.523,
best β = 2/(2+2.825) = 0.415,
rate bound = 2.825/4.825 = 0.585.

The choice β = 0.5 is just inside the limit. Its dominant mode has the factor |1−0.5×3.825| = 0.912, and 228 steps from G = 0 are needed to bring the residual below 10⁻⁸. With β = 0.2 the modes near μ = 0 dominate; their asymptotic factor is 0.8, approached from below (about 0.78 at the last step), and 77 steps suffice. The best β needs 39. At this rs, halving the best β roughly doubles the work, while β = 0.5 multiplies it by about six, and the work grows without bound as β approaches the limit. Excess damping is not harmless in general: its factor 1−β tends to 1 as β → 0, and at rs = 1 the choice β = 0.2 needs 75 steps against 8 with the best β.

Starting from the G generated by S_HF changes these counts little: 225, 74 and 39. It does not rescue plain iteration, which leaves the domain at rs = 10 and 20 from both starts. At rs = 5 plain iteration still converges, in 71 steps from G = 0, against 16 with the best β.

**Cutoff errors**

A sharp cutoff omits (3/2)∫_P^∞p²H dp ≈ −3C/(2P) from g(0), so its error is +3C/(2P). At rs = 1, g(0) = 0.2231 and

C = (16b/3π²)g(0) = 0.4423×0.2231 = 0.0987.

For P = 320 this predicts 4.63×10⁻⁴, as computed. Feedback through the loop is weak because, for x ≪ P, the omitted part enters G with the small kernel 2x²/(3p²).

The p⁻⁴ tail removes the leading term. Including the next one, H ≈ −C(1+b/p)/p⁴, the exact tail of ∫p²H is −C/P−Cb/(2P²), whereas continuation from a last node near P gives −C/P−Cb/P². The resulting error in g(0) is −3Cb/(4P²), or −5.9×10⁻⁷ at P = 320. The computed error is −6.0×10⁻⁷.

At rs = 20 the tail does not help at P = 10: the errors are −0.0073 without it and +0.0082 with it. This is the region x < b, where the assumed power law does not hold. At P = 40 they are −7.3×10⁻⁴ and +2.5×10⁻⁴, still 43% and 15% of |g(0)|. At P = 160 the tail version is accurate to 0.6% of |g(0)|, while the sharp cutoff is off by 9%. Geometric panels make a large P cheap, and the reference grid extends to 5120 kF.

**Energy and physical limits**

The interaction energy per electron is ½∫d³q/(2π)³ vH = (kF/π)∫dx H. Scale the interaction by η at fixed density. In units of kF, the equations then depend on η and rs only through r = η rs. By the Hellmann–Feynman theorem, the derivative of the ground-state energy with respect to η is the unscaled interaction energy (kF/π)∫dx H evaluated with the S of coupling η. Subtracting the exchange part, which uses S_HF, and integrating over η from 0 to 1 with dη = dr/rs gives

ε_c = [1/(πα rs²)]∫₀^rs dr∫₀^∞dx [S_r(x)−S_HF(x)].

The results are −1.68 eV at rs = 1, −0.767 eV at rs = 5 and −0.300 eV (−0.0110 hartree) at rs = 20.

A converged loop can still have an unphysical solution. The contact value g(0) changes sign at rs = 4.15 and is negative at rs = 5, 10 and 20, although a pair distribution cannot be negative. At rs = 20 and q = 4kF = 0.725 Å⁻¹, G = 1.039 and S = 1.001. The effective repulsion has changed sign there, so S exceeds its free value of 1. S > 1 at finite q violates no positivity condition by itself; the defect is g(r) < 0 at short distance, and g(0) understates it. Transforming H to real space at rs = 20 gives a minimum of g(r) = −0.025 at r ≈ 0.42/kF (4.4 bohr), and g stays negative out to about 0.7/kF. The contact value is small there because it is close to a second zero: at rs = 25 it is slightly positive again (+0.0002) while g(r) still reaches −0.018. A positive g(0) is therefore no proof of a physical solution, and the cutoff errors quoted above as percentages of |g(0)| at rs = 20 refer to this small number. Finer grids do not remove the negative contact value at rs = 20, and both starts reach the same solution, so for this solution the defect belongs to the STLS closure and not to the numerics. The numerical check checks the formulas and the convergence rates numerically.

Table of computed values

```
RPA energy rs=2, coupling / log formula: -1.68170 / -1.68170 eV
S(2.2 kF) rs=5, imaginary / real axis: 0.9863756 / 0.9863756
rs=1: x[(1-G)/g0-1] at x=994: 0.8210; limit law 0.8185
rs | kF (1/angstrom) | plasmon (eV) | g0 | gamma | e_c (eV) | e_c (hartree)
   1   3.6267  47.1315   0.22311  0.45605  -1.68043  -0.061755
   2   1.8133  16.6635   0.09878  0.48940  -1.24458  -0.045737
   5   0.7253   4.2156  -0.01314  0.53779  -0.76654  -0.028170
  10   0.3627   1.4904  -0.01851  0.57143  -0.49414  -0.018159
  20   0.1813   0.5269  -0.00169  0.59853  -0.29986  -0.011020
rs | rho | best beta | rate at best beta | bound rho/(2+rho) | beta limit
   1   0.1719  0.9200   0.0800   0.0791   1.7067
   2   0.3235  0.8600   0.1400   0.1392   1.5111
   5   0.7472  0.7275   0.2725   0.2720   1.1447
  10   1.4330  0.5825   0.4175   0.4174   0.8220
  20   2.8249  0.4150   0.5873   0.5855   0.5229
plain iteration loses local stability at rs = 6.8392
rs=4.7874: error factor per plain step 0.71783, predicted 0.71783
rs=8.8910: error factor per plain step 1.28097, predicted 1.28097
contact value g0 changes sign at rs = 4.1470
steps to residual 1e-8 for beta = 1, 0.5, 0.2, best (limit 500 steps)
pole@n: 1+aL not positive at step n; none: limit reached
start G=0  rs= 1: 12  24  75  8
start G=0  rs= 2: 18  25  76  11
start G=0  rs= 5: 71  25  76  16
start G=0  rs=10: pole@3  25  77  24
start G=0  rs=20: pole@1  228  77  39
start G=HF rs= 1: 11  22  69  8
start G=HF rs= 2: 18  23  71  10
start G=HF rs= 5: 69  24  72  16
start G=HF rs=10: pole@5  24  73  24
start G=HF rs=20: pole@1  225  74  39
cutoff/kF | g0 error rs=1: sharp, tail | g0 error rs=20: sharp, tail
   10    1.54e-02  -8.14e-04   -7.29e-03   8.16e-03
   20    7.54e-03  -1.80e-04   -2.02e-03   1.42e-03
   40    3.73e-03  -4.18e-05   -7.29e-04   2.52e-04
   80    1.86e-03  -1.00e-05   -3.14e-04   4.78e-05
  160    9.27e-04  -2.45e-06   -1.47e-04   9.79e-06
  320    4.63e-04  -6.04e-07   -7.16e-05   2.15e-06
grid: 240 wave numbers, 134 frequencies, cutoff 5120 kF
change of g0 at rs=20 on a finer grid: -3.7e-11
rs | q/kF | q (1/angstrom) | S | G
   5  1.0   0.7253   0.45109   0.41721
   5  2.0   1.4507   0.97471   0.83344
   5  4.0   2.9013   0.99979   0.97646
  20  1.0   0.1813   0.29443   0.49254
  20  2.0   0.3627   0.99528   0.99250
  20  4.0   0.7253   1.00138   1.03870
```
